\section*{Layer polarizations from hybrid Wannier centres and their dependence on origin}

\section{What symmetry and dimensions allow}

A crystal is stacked along $z$ with period $c$ and in-plane cell area $S$. I want to divide its polarization $P_z$ among its layers. In atomic units the electron has charge $-1$. A layer quantity $p_j$ that sums to $cP_z$ is a dipole per area, so it has the form charge times height over area. It must change sign under $z\to-z$, and under a shift $z\to z+z_0$ it must change by the layer's charge times $z_0/S$, as any dipole does.

Suppose the electrons of the layer can be represented by pairs at heights $\bar z_n$ that behave as coordinates under both operations. The natural form is then
\begin{equation}
p_j=\frac1S\Big[\sum_{\tau\in j}Q_\tau z_\tau-2\sum_{n\in j}\bar z_n\Big],
\label{def}
\end{equation}
with core charges $Q_\tau$ at heights $z_\tau$. The work lies in finding heights $\bar z_n$ that make $\sum_jp_j/c$ the Berry-phase polarization.

I assume an insulator with doubly occupied bands, no spin-orbit coupling, time-reversal symmetry and no macroscopic electric field. The Berry-phase polarization is
\begin{equation}
P_z=\frac{1}{Sc}\sum_\tau Q_\tau z_\tau-\frac{2}{(2\pi)^3}\int d^3k\,\mathrm{tr}\,A(\mathbf k),
\qquad A_{mn}=i\langle u_m|\partial_{k}u_n\rangle ,
\label{berry}
\end{equation}
where $k\equiv k_z$, the $u_n$ are the cell-periodic parts of the occupied Bloch functions, normalized in one cell, and the factor 2 counts spin. The gauge is taken periodic in $k$ and continuous in the in-plane wavevector; a gauge that jumps across the plane can shift the integral by a fraction of a quantum.

\section{Simple case: one band on one line}

Fix the in-plane wavevector $\boldsymbol\kappa$ and take one occupied band. Choose $\psi_{k+2\pi/c}=\psi_k$. An occupied state is $|F\rangle=\oint dk\,f(k)|\psi_k\rangle$ with periodic $f$. Since $\psi_k=e^{ikz}u_k$,
\[
z\psi_k=-i\,\partial_k\psi_k+i\,e^{ikz}\partial_ku_k .
\]
I multiply by $f$ and integrate the first term by parts. The boundary term vanishes because $f\psi_k$ is periodic:
\[
z|F\rangle=\oint dk\,\big[i f'(k)\,\psi_k+i f(k)\,e^{ikz}\partial_ku_k\big].
\]
Projecting with $P$, the projector on the occupied states, turns the second term into $Af$. The eigenvalue equation $PzP|F\rangle=\bar z|F\rangle$ is therefore
\begin{equation}
i f'+Af=\bar z f
\quad\Longrightarrow\quad
f(k)=f(0)\exp\Big[i\int_0^kA\,dk'-i\bar z k\Big].
\end{equation}
Periodicity requires $\oint A\,dk-2\pi\bar z/c=-2\pi l$ with integer $l$, so
\begin{equation}
\bar z=\frac{c}{2\pi}\oint A\,dk+lc .
\label{one}
\end{equation}
The Berry phase is thus a height, repeated once per period.

Limit of isolated atoms: let $\psi_k=\sum_le^{iklc}\varphi(z-\tau-lc)$ with non-overlapping even orbitals $\varphi$. Then $u_k=\sum_le^{-ik(z-lc)}\varphi(z-\tau-lc)$, and $i\partial_k$ brings down the factor $z-lc$. Hence $A=\langle\varphi(z-\tau)|z|\varphi(z-\tau)\rangle=\tau$, and (\ref{one}) puts the pair on the atom, as it should.

\section{Several bands}

With $N$ occupied bands $f$ becomes a vector and $A$ a matrix. The same steps give $f'=i(A-\bar z)f$, solved by
\[
f(k)=e^{-i\bar zk}\,\mathcal T\exp\Big[i\int_0^kA\,dk'\Big]f(0),
\]
where $\mathcal T$ places later $k$ to the left. Periodicity now reads
\begin{equation}
\mathcal T\exp\Big[i\oint A\,dk\Big]f(0)=e^{2\pi i\bar z/c}f(0).
\label{loop}
\end{equation}
The $N$ eigenvalues of this unitary matrix give $N$ heights $z_n(\boldsymbol\kappa)$, each with images $z_n+lc$. The eigenfunctions of $PzP$ are hybrid Wannier functions: localized along $z$, Bloch-like in the plane.

They are also the best localized ones. For any orthonormal set spanning the occupied space, with $z_{mn}=\langle m|z|n\rangle$,
\[
\langle n|z^2|n\rangle-z_{nn}^2
=\langle n|z(1-P)z|n\rangle+\sum_{m\neq n}|z_{mn}|^2 .
\]
Summed over the functions of one period, the first term is a trace that does not depend on the choice of set. The second is non-negative and vanishes for eigenfunctions of $PzP$.

On a mesh of spacing $b$ one uses links $M_k=\langle u_k|u_{k+b}\rangle\simeq1-ibA$. As $b\to0$, their product in order of increasing $k$ from left to right tends to the Hermitian conjugate of the matrix in (\ref{loop}), so its eigenvalues tend to $e^{-2\pi iz_n/c}$.

The determinant of an ordered exponential is the exponential of the integrated trace. From (\ref{loop}),
\begin{equation}
\sum_{n=1}^{N}z_n(\boldsymbol\kappa)=\frac{c}{2\pi}\oint dk\,\mathrm{tr}\,A\pmod c .
\label{sum}
\end{equation}
A periodic change of gauge $u\to uU(k)$ adds $i\,\partial_k\ln\det U$ to $\mathrm{tr}\,A$. Its integral is $2\pi$ times an integer, which is the freedom already shown. For $N=1$, (\ref{sum}) returns to (\ref{one}).

\section{Does this height carry the right current?}

Let a parameter $\lambda(t)$ distort the crystal slowly. From the definition of $A$,
\[
\partial_\lambda A_{nn}=i\langle\partial_\lambda u_n|\partial_ku_n\rangle-i\langle\partial_ku_n|\partial_\lambda u_n\rangle+\partial_k\big(i\langle u_n|\partial_\lambda u_n\rangle\big).
\]
The last term integrates to zero over the period, so
\begin{equation}
\partial_\lambda\sum_nz_n=\frac{c}{2\pi}\oint dk\sum_n\big(-2\,\mathrm{Im}\langle\partial_\lambda u_n|\partial_ku_n\rangle\big).
\label{rate}
\end{equation}
Now the velocity. Write the evolving state, up to a phase, as $u_n+\sum_{m\ne n}a_mu_m$. To first order in $\dot\lambda$ the Schr\"odinger equation gives $i\dot\lambda\langle u_m|\partial_\lambda u_n\rangle+E_na_m=E_ma_m$, hence
\[
a_m=\frac{i\dot\lambda\langle u_m|\partial_\lambda u_n\rangle}{E_m-E_n}.
\]
The induced velocity is $2\,\mathrm{Re}\sum_m\langle u_n|\partial_kH|u_m\rangle a_m$. Perturbation theory in $k$ gives $\langle u_n|\partial_kH|u_m\rangle=(E_n-E_m)\langle\partial_ku_n|u_m\rangle$. The energy denominators cancel and leave
\[
2\dot\lambda\,\mathrm{Im}\sum_m\langle\partial_ku_n|u_m\rangle\langle u_m|\partial_\lambda u_n\rangle .
\]
Terms with $m$ and $n$ both occupied cancel in the sum over $n$, because exchanging $m$ and $n$ gives the complex conjugate. The same holds for such terms in (\ref{rate}). What remains is the integrand of (\ref{rate}) times $\dot\lambda$. The unperturbed band velocity averages to zero over the period. So the summed centres move at the summed mean velocity of the electrons, to leading order in slowness, and $-2\sum_n\dot z_n/(Sc)$, averaged over $\boldsymbol\kappa$, is the electronic current density that a change of polarization requires.

\section{From lines to sheets}

As $\boldsymbol\kappa$ varies, the heights trace sheets $z_n(\boldsymbol\kappa)$. Their averages have a meaning only if the sheets are periodic in $\boldsymbol\kappa$, which must be shown.

List all heights, images included, in increasing order as continuous functions $z_m(\boldsymbol\kappa)$ with $z_{m+N}=z_m+c$. For a reciprocal vector $\mathbf g$ of the plane the set of heights repeats, so $z_m(\boldsymbol\kappa+\mathbf g)=z_{m+s}(\boldsymbol\kappa)$ with an integer $s$. Summing $N$ consecutive members shows that $sc$ is a difference of continuous functions, so $s$ is constant.

Complex conjugation maps occupied states at $\boldsymbol\kappa$ to occupied states at $-\boldsymbol\kappa$ and leaves the real operator $z$ alone. Hence $z_m(-\boldsymbol\kappa)=z_{m+s'}(\boldsymbol\kappa)$, with $s'$ constant for the same reason. At $\boldsymbol\kappa=0$ this forces $s'=0$. Setting $\boldsymbol\kappa=-\mathbf g/2$ in the first relation gives $z_m(\mathbf g/2)=z_{m+s}(-\mathbf g/2)=z_{m+s}(\mathbf g/2)$, so $s=0$. Each ordered sheet is periodic. Without time-reversal symmetry this argument is lost, and a sheet could climb by a period across the zone, leaving its average dependent on where the zone is cut.

Define $\bar z_n=\frac{S}{(2\pi)^2}\int d^2\kappa\,z_n(\boldsymbol\kappa)$. In a gauge continuous in $\boldsymbol\kappa$, the multiple of $c$ left open in (\ref{sum}) is the same at every $\boldsymbol\kappa$ and can be absorbed in the choice of images. Inserting (\ref{sum}) in the electronic part of (\ref{berry}),
\begin{align}
P_{\rm el}&=-\frac{2}{(2\pi)^3}\,\frac{2\pi}{c}\int d^2\kappa\sum_nz_n(\boldsymbol\kappa)
=-\frac{2}{(2\pi)^2c}\,\frac{(2\pi)^2}{S}\sum_n\bar z_n
=-\frac{2}{Sc}\sum_n\bar z_n .
\end{align}
Assign every core and every sheet of one period to one layer. With (\ref{def}),
\begin{equation}
P_z=\frac1{Sc}\Big[\sum_\tau Q_\tau z_\tau-2\sum_n\bar z_n\Big]=\frac1c\sum_jp_j .
\label{main}
\end{equation}
This is an equality when both sides use the same images. Replacing a core by its image one period up adds $Q_\tau/S$ to $P_z$; doing so with a sheet adds $-2/S$. With integer core charges, (\ref{main}) otherwise holds modulo $1/S$.

The assignment of sheets needs a further condition: sheets of different layers must be separated by a gap at every $\boldsymbol\kappa$. If they touch, the ordering still gives numbers and the sum (\ref{main}) survives, but the states behind two ordered sheets can exchange character at the contact, and neither sheet need belong to one layer.

Mirror limit: if the crystal is symmetric under $z\to-z$, a single isolated sheet near $0$ maps to itself and averages to $0$. One near $c/2$ maps to its image and satisfies $\bar z=c-\bar z$, so it averages to $c/2$. Neutral layers with their cores on these mirror planes have $p_j=0$.

\section{Moving the origin}

Let all heights increase by $z_0$. With $N_j$ sheets in layer $j$,
\begin{equation}
p_j\to p_j+\frac{q_jz_0}{S},\qquad q_j=\sum_{\tau\in j}Q_\tau-2N_j .
\label{shift}
\end{equation}
The change vanishes for every $z_0$ if and only if $q_j=0$. A layer polarization is therefore origin independent precisely when its layer is neutral. The sum is less demanding: it changes by $z_0\sum_jq_j/S=0$ because the cell is neutral, whatever the charges of the layers. Setting $z_0=c$ for one layer alone shows that a neutral layer may also be replaced by its periodic image without changing $p_j$.

One might give each charged layer its own origin $Z_j$. The local value is $p_j^{\rm loc}=p_j-q_jZ_j/S$, so
\begin{equation}
\sum_jp_j=\sum_jp_j^{\rm loc}+\frac1S\sum_jq_jZ_j .
\label{local}
\end{equation}
The last term depends on the distances between layers. Local dipoles of charged layers do not contain it.

\section{A polar stack with two layers}

I take a model with $a=4$~\AA, $S=a^2=16$~\AA$^2$ and $c=6$~\AA. Layer 1 has an anion orbital $A_1$ at height $0$ and a cation orbital $C_1$ at $d_1=0.20$~\AA. Layer 2 has $A_2$ at $3$~\AA\ and $C_2$ at $3+d_2$, with $d_2=0.10$~\AA. Anions and cations alternate in the plane and along $z$. Each core has charge $+1$, and there is one electron pair per layer.

The site energies of $A_1,C_1,A_2,C_2$ are $-2,2,-3,3$~eV. In-plane hopping couples $A_j$ to $C_j$ with strength $t_\parallel f$, where $t_\parallel=0.4$~eV and $f=4\cos(k_xa/2)\cos(k_ya/2)$. Along $z$, $A_1$ couples to $C_2$ and $A_2$ to $C_1$, above and below, with
\[
t(\ell)=t_z\,e^{-(\ell-c/2)/\rho},\qquad t_z=0.8\ \text{eV},\quad\rho=1\ \text{\AA},
\]
for bond length $\ell$. The position operator is diagonal in the orbitals.

Hopping joins anions to cations alone. In the two-dimensional anion space the energy expectation is at most $-2$~eV, so by the variational principle the two lowest bands lie at or below $-2$~eV. The same argument for the cations puts the upper two at or above $2$~eV. The gap is at least $4$~eV; diagonalization on a $12\times12\times60$ mesh gives $4.03$~eV.

Products of 300 links along $k_z$, averaged over $12\times12$ values of $\boldsymbol\kappa$, give $\bar z_1=-0.01687$~\AA\ and $\bar z_2=2.95959$~\AA. The sheets are nearly flat and about $3$~\AA\ apart, so the assignment is clear. Then
\begin{align}
p_1&=\frac{0+0.20-2(-0.01687)}{16}=0.01461\ e/\text{\AA},\\
p_2&=\frac{3+3.10-2(2.95959)}{16}=0.01130\ e/\text{\AA}.
\end{align}
Their sum is $0.02591\ e/$\AA, and $P_z=0.02591/6=0.00432\ e/$\AA$^2$, or $0.0692$~C/m$^2$.

Point ions of charge $\pm1$ would give $d_j/S$, that is $0.0125$ and $0.00625\ e/$\AA. The rest is electronic, and it is larger in layer 2, whose own cation moves less. Leading order in the hopping explains this. The pair on $A_1$ has weight $(t/\Delta)^2$ on each neighbouring cation, with $\Delta$ the difference of site energies. The two vertical bonds, of lengths $c/2\pm d_2$, shift its centre by
\begin{align}
\delta z_1&=\frac{t_z^2}{\Delta^2}\Big[\Big(\frac c2+d_2\Big)e^{-2d_2/\rho}-\Big(\frac c2-d_2\Big)e^{2d_2/\rho}\Big]
\simeq\frac{2d_2t_z^2}{\Delta^2}\Big(1-\frac c\rho\Big),
\end{align}
the last form being linear in $d_2$. Since $c>\rho$ the shift is downward, towards the shorter bond, and adds to the polarization. For $A_2$ the same expression holds with $d_1$ in place of $d_2$, and $\Delta=5$~eV in both cases. The larger displacement in layer 1 thus acts on the electrons of layer 2.

In-plane hopping adds $(t_\parallel f/\Delta_j)^2d_j$, with $\Delta_j$ the anion--cation energy difference within layer $j$. This term is upward. The computed sheet 1 does rise with $f$: it lies at $-0.0228$~\AA\ for $f=0$, where the vertical bonds act alone, and at $-0.0008$~\AA\ for $f=4$. At $f=4$, however, $t_\parallel f/\Delta_1=0.4$ is no longer small, and leading order is only a guide: it predicts a rise of $0.032$~\AA\ instead of $0.022$~\AA. Nor is the whole rise due to the in-plane term. With $d_1=0$ that term vanishes, yet the sheet still rises by $0.008$~\AA, because strong in-plane hopping also reduces the downward shift from the vertical bonds. With $d_2=0$ instead, the sheet rises by $0.014$~\AA. The two parts add up to the $0.022$~\AA, so leading order overestimates the part due to $d_1$ by more than a factor of two.

\section{The same number from a slab}

Cut a thick slab from the crystal. Its electronic dipole is $-2\,\mathrm{tr}(Pz)$, which is $-2$ times the sum of the eigenvalues of $PzP$. Deep inside, these eigenvalues approach the bulk ladder. Adding one cell inserts one more set of cores and centres and carries the top end up by $c$. If the cores and pairs carried up have zero total charge, the dipole per area grows by $\sum_jp_j$; if the surfaces are insulating, an excess is the same integer at every $\boldsymbol\kappa$ and adds a multiple of $c/S$, the same ambiguity as before. With metallic surface bands the excess can vary with $\boldsymbol\kappa$, and the added amount need not be an integer multiple of $c/S$.

Here one centre lies near each anion, so the cores and pairs at each end balance in this count. The dipole per area still grows by $cP_z$ for each added length $c$, as it does for end charges $\pm P_z$ per area. These cause no depolarizing field here, because the model has no self-consistent potential. Site populations of slabs with 13 and 14 cells, averaged over the same $\boldsymbol\kappa$ mesh, give an increment of $0.02591\ e/$\AA, equal to the layer sum at this precision.

\section{Cutting the crystal differently}

Treat each atomic plane as a layer. The anion planes have charge $1-2=-1$, the cation planes $+1$. Plane $A_1$ has $p=0.0021\ e/$\AA. After a shift of all heights by $1.7$~\AA, (\ref{shift}) gives
\[
0.0021-\frac{1.7}{16}=-0.1041\ e/\text{\AA},
\]
a change of sign and of size with no change in the crystal. Recomputing the centres with the moved heights gives this value, leaves $p_1$ and $p_2$ of the neutral layers as they were, and leaves the sum over the four planes at $0.02591\ e/$\AA.

With local origins on the ions, the planes sum to $0.00716\ e/$\AA. The missing term of (\ref{local}) is
\[
\frac{-0+0.20-3+3.10}{16}=0.01875\ e/\text{\AA},
\]
which is the whole point-ion contribution.

Neutrality does not make the division unique. Group $A_1$ with $C_2$ above it, and $A_2$ with the image of $C_1$ at $6.20$~\AA. Both groups are neutral, yet
\[
p_1'=\frac{0+3.10+0.03374}{16}=0.1959,\qquad
p_2'=\frac{3+6.20-5.91918}{16}=0.2051\ e/\text{\AA}.
\]
Their sum exceeds the earlier one by $0.375\ e/$\AA$\,=c/S$, so $P_z$ has moved by one quantum $1/S$, from the core taken one period higher. Layer polarizations are thus properties of a crystal together with a stated grouping. To compare them between stacks or distortions, the grouping must be carried along unchanged.
